# Bardeen's Tunnelling Matrix Element as a Surface Integral: a numerical check

```python
"""Bardeen tunnelling matrix element, tested from independent calculations.

Result under test, for states psi_L, psi_R of two isolated electrodes at equal
energy and any separating surface S in the barrier (normal from left to right):
  M = <psi_R|H - H_L|psi_L>
    = C * integral_S (psi_R* grad psi_L - psi_L grad psi_R*) . dS
C = hbar^2/(2 m) in eV nm^2; energies in eV, lengths in nm.
H is the full Hamiltonian, H_L and H_R those of the isolated electrodes.
k, kappa: wave number in the electrode and decay constant in the barrier.
rho: density of standing-wave states in an electrode of given length.
"""
import numpy as np
from scipy.constants import hbar, m_e, e, h, k as k_boltz, epsilon_0, value
from scipy.integrate import trapezoid
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import digamma

C = hbar**2 / (2 * m_e) / e * 1e18


def show(label, number, unit="", fmt=".4g"):
    print(f"{label}: {number:{fmt}} {unit}".rstrip())


# ---------- asymmetric double well with a barrier that is not flat ----------
dz = 0.002
well_gap, width_left, width_right, margin = 0.5, 1.0, 0.7, 0.8
n_grid = round((width_left + width_right + well_gap + 2 * margin) / dz)
z = -width_left - margin + dz * (np.arange(n_grid) + 0.5)
s = np.clip(z / well_gap, 0, 1)
barrier = 4.0 + 0.8 * s + 0.6 * np.sin(np.pi * s)
in_left = (z > -width_left) & (z < 0)
in_right = (z > well_gap) & (z < well_gap + width_right)


def lowest(potential, count=1):
    energies, vectors = eigh_tridiagonal(
        2 * C / dz**2 + potential, -C / dz**2 * np.ones(n_grid - 1),
        select="i", select_range=(0, count - 1))
    return energies, vectors / np.sqrt(dz)


def ground(potential):
    energies, vectors = lowest(potential)
    psi = vectors[:, 0]
    return energies[0], psi * np.sign(psi.sum())


def surface_form(psi_r, psi_l):
    return C * (psi_r * np.gradient(psi_l, dz) - psi_l * np.gradient(psi_r, dz))


U_left = np.where(in_left, 0.0, barrier)
E_left, psi_left = ground(U_left)
floor = brentq(lambda f: ground(np.where(in_right, f, barrier))[0] - E_left,
               -1.0, 0.3, xtol=1e-12)
U_right = np.where(in_right, floor, barrier)
U_full = np.where(in_right, floor, U_left)
E_right, psi_right = ground(U_right)

flux = surface_form(psi_right, psi_left)
inside = np.where((z > 0.02) & (z < well_gap - 0.02))[0]
first, last = inside[0], inside[-1]
middle = np.argmin(abs(z - well_gap / 2))
M_surface = flux[middle]
M_volume = dz * np.sum(psi_right * (U_full - U_left) * psi_left)
spread = np.ptp(flux[inside]) / abs(M_surface)
assert M_surface < 0
assert spread < 1e-5
assert abs(M_volume / M_surface - 1) < 1e-5

# A surface inside the right electrode must give a different value.
in_electrode = np.argmin(abs(z - well_gap - width_right / 2))
electrode_ratio = flux[in_electrode] / M_surface
assert abs(electrode_ratio) < 0.5

# Level splitting of the complete double well.
pair = lowest(U_full, 2)[0]
splitting = pair[1] - pair[0]
assert abs(splitting / (2 * abs(M_surface)) - 1) < 1e-3

# A different continuation of the left potential beyond the barrier.
psi_other = ground(np.where(z > well_gap, U_left + 2.0, U_left))[1]
edge = np.argmin(abs(z - well_gap))
edge_change = psi_other[edge] / psi_left[edge] - 1
M_change = surface_form(psi_right, psi_other)[middle] / M_surface - 1
assert abs(edge_change) > 0.05 and abs(M_change) < 1e-3

# Unequal energies: the surface value changes by the overlap term.
E_off, psi_off = ground(np.where(in_right, floor + 0.1, barrier))
flux_off = surface_form(psi_off, psi_left)
overlap = psi_off * psi_left
change = flux_off[last] - flux_off[first]
predicted = (E_off - E_left) * trapezoid(overlap[first:last + 1], dx=dz)
assert abs(change / predicted - 1) < 1e-4
U_off = np.where(in_right, floor + 0.1, U_left)
volume_off = dz * np.sum(psi_off * (U_off - U_left) * psi_left)
rest = (E_off - E_left) * trapezoid(overlap[middle:], dx=dz)
assert abs((flux_off[middle] + rest) / volume_off - 1) < 1e-4

print("DOUBLE WELL")
show("Barrier width", well_gap, "nm")
show("Left and right well widths", width_left, "nm and " + str(width_right) + " nm")
show("Right well floor (left floor is 0)", floor, "eV", ".5f")
show("Common level", E_left, "eV", ".5f")
show("M, surface at mid-barrier", M_surface * 1e3, "meV", ".6f")
show("M, volume form", M_volume * 1e3, "meV", ".6f")
show("Relative spread over surfaces", spread, "", ".1e")
show("Surface in right electrode / M", electrode_ratio, "", ".4f")
show("Splitting of full well", splitting * 1e3, "meV", ".6f")
show("Splitting / 2|M|", splitting / (2 * abs(M_surface)), "", ".6f")
show("New continuation: change of psi_L at edge", 100 * edge_change, "%", ".2f")
show("New continuation: change of M", 100 * M_change, "%", ".5f")
show("Off shell: E_R - E_L", E_off - E_left, "eV", ".5f")
show("Off shell: surface change", change * 1e3, "meV", ".6f")
show("Off shell: overlap term", predicted * 1e3, "meV", ".6f")

# ---------- three dimensions: plane and curved surface ----------
band, work, gap, box = 5.5, 4.5, 0.6, 100.0
top = band + work
kappa = np.sqrt(work / C)
k_fermi = np.sqrt(band / C)
lateral, height = 3.0, 0.8
decay = np.sqrt(kappa**2 + lateral**2)
axis = np.linspace(-2.5, 2.5, 301)
x, y = np.meshgrid(axis, axis, indexing="ij")


def surface_3d(level, bump):
    hill = bump * np.exp(-((x - 0.1)**2 + y**2) / 0.08)
    zs = level + hill
    slope_x, slope_y = -2 * (x - 0.1) / 0.08 * hill, -2 * y / 0.08 * hill
    left = np.exp(1j * lateral * x - decay * zs)
    r = np.sqrt(x**2 + y**2 + (zs - height)**2)
    right = np.exp(-kappa * r) / r
    radial = -right * (kappa + 1 / r) / r
    fx = right * 1j * lateral * left - left * radial * x
    fy = -left * radial * y
    fz = -right * decay * left - left * radial * (zs - height)
    return C * np.sum(fz - fx * slope_x - fy * slope_y) * (axis[1] - axis[0])**2


plane, curved = surface_3d(0.4, 0.0), surface_3d(0.25, 0.2)
point_rule = -4 * np.pi * C * np.exp(-decay * height)
assert abs(plane / point_rule - 1) < 1e-5
assert abs(curved / point_rule - 1) < 1e-5
print("THREE DIMENSIONS")
show("Plane surface / point value", (plane / point_rule).real, "", ".8f")
show("Curved surface / point value", (curved / point_rule).real, "", ".8f")


# ---------- flat barrier between long electrodes ----------
def matrix_element(energy, width, length_l, length_r):
    decay_const = np.sqrt((top - energy) / C)
    return (-4 * C * decay_const / np.sqrt(length_l * length_r)
            * energy / top * np.exp(-decay_const * width))


def density(energy, length):
    return length / (2 * np.pi * C * np.sqrt(energy / C))


def bardeen_transmission(energy, width=gap):
    element = matrix_element(energy, width, box, box)
    return 4 * np.pi**2 * element**2 * density(energy, box)**2


def step_back(psi, slope, energy, potential, width):
    q = np.sqrt((potential - energy + 0j) / C)
    ch, sh = np.cosh(q * width), np.sinh(q * width)
    return psi * ch - slope * sh / q, slope * ch - q * psi * sh


def transmission(energy, profile, width=gap, drop=0.0):
    k_in, k_out = np.sqrt(energy / C), np.sqrt((energy + drop) / C)
    psi, slope = 1.0 + 0j, 1j * k_out
    for potential in profile[::-1]:
        psi, slope = step_back(psi, slope, energy, potential, width / len(profile))
    return 4 * k_out / k_in / abs(psi + slope / (1j * k_in))**2


def box_phase(energy, length):
    k_in, out = np.sqrt(energy / C), np.sqrt((top - energy) / C)
    return k_in * length + np.arctan(k_in / out)


def box_level(length, number):
    return brentq(lambda en: box_phase(en, length) - number * np.pi,
                  1e-6, top - 1e-6, xtol=1e-13)


# Normalisation of a real box state, by quadrature.
E_box = box_level(box, round(box_phase(band, box) / np.pi))
k_box, kap_box = np.sqrt(E_box / C), np.sqrt((top - E_box) / C)
points = np.linspace(0, box, 200001)
tail = np.linspace(0, 3, 30001)
edge_value = np.sin(k_box * box)
norm = (trapezoid(np.sin(k_box * points)**2, points)
        + trapezoid((edge_value * np.exp(-kap_box * tail))**2, tail))
M_box = -2 * C * kap_box * edge_value**2 / norm * np.exp(-kap_box * gap)
full_length = box + 1 / kap_box
assert abs(M_box / matrix_element(E_box, gap, full_length, full_length) - 1) < 1e-5
assert abs(M_box / matrix_element(E_box, gap, box, box) - 1) < 3e-3

# Golden rule against the complex energy of a decaying level.
res_width, res_gap = 1.0, 0.5
E_res = box_level(res_width, 4)


def outgoing_mismatch(energy):
    psi, slope = 1.0 + 0j, 1j * np.sqrt(energy / C)
    psi, slope = step_back(psi, slope, energy, top, res_gap)
    return step_back(psi, slope, energy, 0.0, res_width)[0]


pole = E_res + 0j
for _ in range(12):
    derivative = (outgoing_mismatch(pole + 1e-5) - outgoing_mismatch(pole - 1e-5)) / 2e-5
    pole -= outgoing_mismatch(pole) / derivative
width_exact = -2 * pole.imag
length_res = res_width + 1 / np.sqrt((top - E_res) / C)
M_res = matrix_element(E_res, res_gap, length_res, box)
width_golden = 2 * np.pi * M_res**2 * density(E_res, box)
assert abs(width_golden / width_exact - 1) < 2e-3
print("DECAYING LEVEL (1 nm well, 0.5 nm barrier)")
show("Level", E_res, "eV", ".4f")
show("Width from complex energy", width_exact * 1e6, "ueV", ".4f")
show("Width from golden rule", width_golden * 1e6, "ueV", ".4f")

# Transmission at the Fermi level.
T_bardeen, T_exact = bardeen_transmission(band), transmission(band, [top])
assert abs(T_bardeen / T_exact - 1) < 1e-4
thin_ratio = bardeen_transmission(band, 0.1) / transmission(band, [top], 0.1)
assert thin_ratio > 1.05

# ---------- current density and neglected effects ----------
nodes, weights = np.polynomial.legendre.leggauss(80)
prefactor = 2 * e**2 / h / (4 * np.pi * C)


def integrate(function, low, high):
    energies = low + (high - low) * (nodes + 1) / 2
    return (high - low) / 2 * np.sum(weights * function(energies))


def conductance(function, fermi=band):
    return prefactor * integrate(function, 0.0, fermi)


G_flat = conductance(bardeen_transmission)
G_exact = conductance(lambda en: transmission(en, [top]))
assert abs(G_flat / G_exact - 1) < 1e-4

# Image potential between two metal planes; closed form against explicit images.
coulomb = e / (4 * np.pi * epsilon_0) * 1e9


def image(fraction):
    return coulomb / (4 * gap) * (digamma(fraction) + digamma(1 - fraction)
                                  + 2 * np.euler_gamma)


n = np.arange(1, 20001)
z_test = 0.3 * gap
image_sum = -coulomb / 2 * (1 / (2 * z_test)
                            + np.sum(n * gap / ((n * gap)**2 - z_test**2) - 1 / (n * gap)))
assert abs(image(0.3) / image_sum - 1) < 1e-6
slices = (np.arange(300) + 0.5) / 300
image_profile = np.maximum(top + image(slices), 0.0)
G_image = conductance(lambda en: transmission(en, image_profile))

# Bardeen's surface form for the image-lowered barrier, at the Fermi level.
psi, slope = 1.0 + 0j, -kappa + 0j
for potential in image_profile[::-1]:
    psi, slope = step_back(psi, slope, band, potential, gap / len(image_profile))
scale = 2 / box / (psi.real**2 + (slope.real / k_fermi)**2)
M_image = C * scale * (slope.real - kappa * psi.real)
T_image_bardeen = 4 * np.pi**2 * M_image**2 * density(band, box)**2
T_image_exact = transmission(band, image_profile)
assert abs(T_image_bardeen / T_image_exact - 1) < 1e-2

bias = 0.1
tilted = top - bias * slices


def supply(en):
    return transmission(en, tilted, drop=bias) * np.minimum(bias, band - en)


J_bias = prefactor * (integrate(supply, 0.0, band - bias)
                      + integrate(supply, band - bias, band))
kT = k_boltz * 300 / e
u = np.linspace(-15, 15, 121)
G_levels = np.array([conductance(bardeen_transmission, band + kT * v) for v in u])
G_warm = trapezoid(G_levels / (4 * np.cosh(u / 2)**2), u)
G_wide = conductance(lambda en: bardeen_transmission(en, gap + 0.1))

M_example = matrix_element(band, gap, box, box)
rate = 2 * np.pi * M_example**2 * density(band, box) * e / hbar
rydberg = value("Rydberg constant times hc in eV")
print("VACUUM GAP BETWEEN METALS")
show("Band depth", band, "eV")
show("Work function", work, "eV")
show("Gap", gap, "nm")
show("Electrode length", box, "nm")
show("hbar^2/2m", C, "eV nm^2", ".6f")
show("k", k_fermi, "1/nm", ".3f")
show("kappa", kappa, "1/nm", ".3f")
show("M", M_example * 1e6, "ueV", ".3f")
show("M", M_example / rydberg, "Ry", ".3e")
show("Level spacing", 1e3 / density(band, box), "meV", ".2f")
show("Transfer rate", rate, "1/s", ".3e")
show("Transmission, Bardeen", T_bardeen, "", ".4e")
show("Transmission, wave matching", T_exact, "", ".4e")
show("Bardeen / matching at 0.1 nm gap", thin_ratio, "", ".3f")
show("Conductance per area", G_flat * 1e9, "nS/nm^2", ".4f")
show("Linear current density at 0.1 V", G_flat * bias * 1e9, "nA/nm^2", ".4f")
print("NEGLECTED EFFECTS")
show("Image lowering at mid-gap", -image(0.5), "eV", ".3f")
show("Image forces: conductance factor", G_image / G_exact, "", ".1f")
show("Image barrier: T, Bardeen", T_image_bardeen, "", ".4e")
show("Image barrier: T, matching", T_image_exact, "", ".4e")
show("0.1 V bias: current / linear value", J_bias / (G_exact * bias), "", ".5f")
show("300 K: conductance factor", G_warm / G_flat, "", ".5f")
show("Gap wider by 0.1 nm: factor", G_wide / G_flat, "", ".4f")
print("verified")
```

It prints:

```
DOUBLE WELL
Barrier width: 0.5 nm
Left and right well widths: 1 nm and 0.7 nm
Right well floor (left floor is 0): -0.22610 eV
Common level: 0.26355 eV
M, surface at mid-barrier: -0.525035 meV
M, volume form: -0.525035 meV
Relative spread over surfaces: 4.4e-13
Surface in right electrode / M: 0.0357
Splitting of full well: 1.050075 meV
Splitting / 2|M|: 1.000004
New continuation: change of psi_L at edge: -8.87 %
New continuation: change of M: -0.00010 %
Off shell: E_R - E_L: 0.09798 eV
Off shell: surface change: 0.029465 meV
Off shell: overlap term: 0.029465 meV
THREE DIMENSIONS
Plane surface / point value: 1.00000000
Curved surface / point value: 1.00000000
DECAYING LEVEL (1 nm well, 0.5 nm barrier)
Level: 5.2642 eV
Width from complex energy: 23.5907 ueV
Width from golden rule: 23.5906 ueV
VACUUM GAP BETWEEN METALS
Band depth: 5.5 eV
Work function: 4.5 eV
Gap: 0.6 nm
Electrode length: 100 nm
hbar^2/2m: 0.038100 eV nm^2
k: 12.015 1/nm
kappa: 10.868 1/nm
M: -13.415 ueV
M: -9.859e-07 Ry
Level spacing: 28.76 meV
Transfer rate: 5.972e+07 1/s
Transmission, Bardeen: 8.5874e-06
Transmission, wave matching: 8.5874e-06
Bardeen / matching at 0.1 nm gap: 1.236
Conductance per area: 1.0100 nS/nm^2
Linear current density at 0.1 V: 0.1010 nA/nm^2
NEGLECTED EFFECTS
Image lowering at mid-gap: 1.664 eV
Image forces: conductance factor: 292.1
Image barrier: T, Bardeen: 2.3612e-03
Image barrier: T, matching: 2.3662e-03
0.1 V bias: current / linear value: 1.00076
300 K: conductance factor: 1.00213
Gap wider by 0.1 nm: factor: 0.0976
verified
```
